# Resta's single-point formula and the discrete Berry phase: a numerical check

```python
# Result under test (Hartree atomic units). Lattice constant a, g = 2 pi/a, supercell
# L = M a, q = 2 pi/L, X = sum of electron coordinates, k_l = twist + l q.
# For a Slater determinant with nb Bloch states at every k_l:
#   z = <Phi|exp(i q X)|Phi> = det S = (-1)^(nb (M-1)) prod_l det <u_{l+1}|u_l>,
#   S_ab = <chi_a|exp(i q x)|chi_b>, closure u_M = exp(-i g x) u_0.
# Unequal occupation of the k_l gives z = 0. One band: phi_M = arg(prod) obeys
#   phi_M = g*xbar + c/M^2 + O(M^-4), c = g^3/6 * average_k Im<u'|u''>, xbar = Wannier centre.
# Model: V(x) = -V1 cos(g x) - V2 cos(2 g x - delta).
import numpy as np
from itertools import permutations
from functools import reduce
from math import factorial
from scipy.constants import physical_constants

angstrom = physical_constants['Bohr radius'][0] * 1e10
a, V1, V2, delta = 5.0, 0.6, 0.4, np.pi / 3
g = 2 * np.pi / a
nmax = 14
ns = np.arange(-nmax, nmax + 1)
rng = np.random.default_rng(1)
wrap = lambda t: (t + np.pi) % (2 * np.pi) - np.pi

# ---- road 1: real-space Fourier grid on the whole supercell, one point only
def supercell(M, pts=24, twist=0.0, shift=0.0):
    n = M * pts
    x = np.arange(n) * a / pts
    p = 2 * np.pi * np.fft.fftfreq(n, a / pts)
    T = np.fft.ifft((0.5 * (p + twist) ** 2)[:, None] * np.fft.fft(np.eye(n), axis=0), axis=0)
    H = T + np.diag(-V1 * np.cos(g * (x - shift)) - V2 * np.cos(2 * g * (x - shift) - delta))
    if twist == 0.0:
        H = H.real
    return x, np.linalg.eigh(H)[1]

def z_det(x, orb, M):
    return np.linalg.det(orb.conj().T @ (np.exp(1j * g * x / M)[:, None] * orb))

def z_manybody(x, orb, M):
    N = orb.shape[1]
    Phi = 0
    for perm in permutations(range(N)):
        sign = round(np.linalg.det(np.eye(N)[list(perm)]))
        Phi = Phi + sign * reduce(np.multiply.outer, [orb[:, i] for i in perm])
    dens = np.abs(Phi) ** 2 / factorial(N)
    assert abs(dens.sum() - 1) < 1e-11
    Xtot = reduce(np.add.outer, [x] * N)
    return np.sum(dens * np.exp(1j * g * Xtot / M))

# ---- road 2: plane waves in the primitive cell, one k at a time
def bloch(k):
    dn = ns[:, None] - ns[None, :]
    H = np.diag(0.5 * (k + g * ns) ** 2).astype(complex)
    H += -V1 / 2 * (np.abs(dn) == 1)
    H += -V2 / 2 * (np.exp(-1j * delta) * (dn == 2) + np.exp(1j * delta) * (dn == -2))
    E, C = np.linalg.eigh(H)
    s = C[:, 0].sum()
    C[:, 0] *= abs(s) / s          # lowest band: psi_k(0) > 0
    return E, C

def links(us, close=True):
    last = np.vstack([us[0][1:], np.zeros((1, us[0].shape[1]))]) if close else us[0]
    ext = us + [last]
    return [ext[l + 1].conj().T @ ext[l] for l in range(len(us))]

def string(M, nb, twist=0.0):
    return [bloch(twist + l * g / M)[1][:, :nb] for l in range(M)]

def product(us, close=True):
    return np.prod([np.linalg.det(B) for B in links(us, close)])

print(f"a = {a:.1f} bohr, V1 = {V1:.1f} Ha, V2 = {V2:.1f} Ha, delta = {delta:.6f} rad, g = {g:.6f} 1/bohr")
bands = np.array([bloch(g * j / 64)[0][:3] for j in range(64)])
gap1, gap2 = bands[:, 1].min() - bands[:, 0].max(), bands[:, 2].min() - bands[:, 1].max()
assert gap1 > 0.05 and gap2 > 0.05
print(f"band 1 from {bands[:,0].min():.5f} to {bands[:,0].max():.5f} Ha; gap 1-2 = {gap1:.5f} Ha, gap 2-3 = {gap2:.5f} Ha")

# many-body expectation equals det S
for M, nb, pts in [(2, 1, 24), (3, 1, 24), (2, 2, 12)]:
    x, vec = supercell(M, pts)
    zm = z_manybody(x, vec[:, :M * nb], M)
    assert abs(zm - z_det(x, vec[:, :M * nb], M)) < 1e-11
    if pts == 24:
        assert abs(zm - (-1) ** (nb * (M - 1)) * product(string(M, nb))) < 1e-9
        print(f"explicit N-body sum, M = {M}, N = {M*nb}: z = {zm:.8f}")

# block structure of S in the Bloch basis, by quadrature
M, nb = 4, 2
x = np.arange(M * 32) * a / 32
us = string(M, nb)
psi = np.hstack([np.exp(1j * np.outer(x, l * g / M + g * ns)) @ us[l] for l in range(M)]) / np.sqrt(len(x))
S = psi.conj().T @ (np.exp(1j * g * x / M)[:, None] * psi)
Sref = np.zeros_like(S)
for l, B in enumerate(links(us)):
    j = (l + 1) % M
    Sref[j * nb:(j + 1) * nb, l * nb:(l + 1) * nb] = B
assert np.abs(S - Sref).max() < 1e-10

# worked example
M = 4
us = string(M, 1)
print(f"example: M = {M}, nb = 1, L = {M*a:.1f} bohr, q = {g/M:.6f} 1/bohr")
for l, B in enumerate(links(us)):
    print(f"  link {l}: k = {l*g/M:.6f} 1/bohr, modulus = {abs(B[0,0]):.8f}, phase = {np.angle(B[0,0]):.8f} rad")
P4 = product(us)
x, vec = supercell(M)
z4 = z_det(x, vec[:, :M], M)
assert abs(z4 + P4) < 1e-9
print(f"  product of links = {P4:.8f}, modulus = {abs(P4):.8f}, phi_4 = {np.angle(P4):.8f} rad")
print(f"  supercell z = {z4:.8f}, arg z = {np.angle(z4):.8f} rad")
print(f"  centre phi_4/g = {np.angle(P4)/g:.6f} bohr = {np.angle(P4)/g*angstrom:.6f} angstrom")
Pw = product(us, close=False)
assert abs(z4 + Pw) > 1e-2
print(f"  closure without exp(-igx): product = {Pw:.6f} (wrong)")

# factorization and sign, odd and even M, one and two bands, with and without twist
worst = 0.0
for nb in (1, 2):
    for M in (1, 2, 3, 4, 5, 8):
        for twist in (0.0, 0.05):
            x, vec = supercell(M, twist=twist)
            z, P = z_det(x, vec[:, :M * nb], M), product(string(M, nb, twist))
            err = abs(z - (-1) ** (nb * (M - 1)) * P)
            worst = max(worst, err)
            assert err < 1e-9 and abs(z) > 1e-3
            if twist == 0.0:
                print(f"nb = {nb}, M = {M}: |z| = {abs(z):.6f}, arg z = {np.angle(z):+.6f} rad, "
                      f"phi_M = {np.angle(P):+.6f} rad, z/prod = {(z/P).real:+.6f}")
print(f"largest |z - sign*prod| over 24 cases = {worst:.1e}")

# random gauge at each k; translated crystal
us = string(5, 2)
mixed = [u @ np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))[0] for u in us]
assert abs(product(us) - product(mixed)) < 1e-12
for nb in (1, 2):
    x, vec = supercell(4, shift=0.7)
    zs = z_det(x, vec[:, :4 * nb], 4)
    assert abs(zs - (-1) ** (3 * nb) * product(string(4, nb)) * np.exp(1j * g * nb * 0.7)) < 1e-9

# occupation patterns, M = 8 (levels M-1, M lie at k = pi/a, level 2M-1 at k = 0)
M = 8
x, vec = supercell(M)
base = list(range(M - 1))
z_hole, z_uneq, z_exc = (z_det(x, vec[:, base + extra], M) for extra in ([], [2 * M - 1], [M]))
us = string(M, 1)
us[M // 2] = bloch(g / 2)[1][:, 1:2]
assert abs(z_hole) < 1e-10 and abs(z_uneq) < 1e-10
assert abs(z_exc + product(us)) < 1e-9 and abs(z_exc) > 1e-4
print(f"M = 8: N = 7 |z| = {abs(z_hole):.1e}; N = 8 unequal counts |z| = {abs(z_uneq):.1e}")
print(f"M = 8: band 2 in place of band 1 at k = pi/a: z = {z_exc:.6f}")

# two dimensions: two-orbital tight-binding model, reduced coordinates, lower band filled
tau = np.array([[0.1, 0.2], [0.6, 0.7]])
onsite = np.array([-2.0, 2.0])
hops = [(0, 1, (0, 0), 1.0), (0, 1, (-1, 0), 0.6), (0, 1, (0, -1), 0.4j),
        (0, 0, (1, 0), 0.2 * np.exp(0.5j)), (1, 1, (0, 1), 0.3)]
def tb_u(k):
    H = np.zeros((2, 2), complex)
    for i, j, R, t in hops:
        H[i, j] += t * np.exp(2j * np.pi * np.dot(k, np.array(R) + tau[j] - tau[i]))
    return np.linalg.eigh(H + H.conj().T + np.diag(onsite))[1][:, 0]
for M1, M2 in [(4, 3), (4, 2), (3, 3)]:
    idx = lambda r1, r2, i: 2 * ((r1 % M1) * M2 + r2 % M2) + i
    H = np.zeros((2 * M1 * M2,) * 2, complex)
    pos = np.zeros(2 * M1 * M2)
    for r1 in range(M1):
        for r2 in range(M2):
            for i in range(2):
                pos[idx(r1, r2, i)] = r1 + tau[i, 0]
            for i, j, R, t in hops:
                H[idx(r1, r2, i), idx(r1 + R[0], r2 + R[1], j)] += t
    occ = np.linalg.eigh(H + H.conj().T + np.diag(np.tile(onsite, M1 * M2)))[1][:, :M1 * M2]
    z = np.linalg.det(occ.conj().T @ (np.exp(2j * np.pi * pos / M1)[:, None] * occ))
    P = 1.0
    for l2 in range(M2):
        u = [tb_u(np.array([l1 / M1, l2 / M2])) for l1 in range(M1)]
        u.append(np.exp(-2j * np.pi * tau[:, 0]) * u[0])
        P *= np.prod([np.vdot(u[l + 1], u[l]) for l in range(M1)])
    assert abs(z - (-1) ** ((M1 - 1) * M2) * P) < 1e-11 and abs(z) > 1e-3
    print(f"2D model {M1} x {M2}: z = {z:.6f}, z/prod = {(z/P).real:+.6f}")

# real-space Wannier centres (Loewdin-orthonormalized projected Gaussians)
M = 20
x, vec = supercell(M)
occ = vec[:, :M]
L = M * a
dist = (x[:, None] - a * np.arange(M)[None, :] + L / 2) % L - L / 2
U, sv, Vt = np.linalg.svd(occ.T @ np.exp(-0.5 * (dist - 0.3) ** 2))
W = occ @ U @ Vt
offsets = np.sum(dist * W ** 2, axis=0)
assert np.ptp(offsets) < 1e-9
xbar = offsets.mean()
phiW = g * xbar

# coefficient c from perturbation theory in k
vals = []
for j in range(64):
    k = g * j / 64
    E, C = bloch(k)
    v = C.conj().T @ ((k + g * ns)[:, None] * C)
    R = np.concatenate([[0.0], 1 / (E[1:] - E[0])])
    u1 = -R * v[:, 0]
    u2 = -2 * R * (v @ u1 - v[0, 0].real * u1)
    vals.append(np.vdot(u1, u2).imag)
c = g ** 3 / 6 * np.mean(vals)
print(f"Wannier centre xbar = {xbar:.8f} bohr = {xbar*angstrom:.6f} angstrom, g*xbar = {phiW:.8f} rad")
print(f"average Im<u'|u''> = {np.mean(vals):.6f} bohr^3, c = {c:.6f} rad")
scaled = {}
for m in (4, 8, 16, 32, 64):
    ph = np.angle(product(string(m, 1)))
    scaled[m] = m * m * wrap(ph - phiW)
    print(f"M = {m}: phi_M = {ph:.8f} rad, M^2 (phi_M - g*xbar) = {scaled[m]:.6f} rad")
extrap = (4 * scaled[64] - scaled[32]) / 3
assert abs(extrap - c) < 1e-2 * abs(c)
assert abs(scaled[64] - c) / 64 ** 2 < 1e-7
print(f"extrapolated M^2 (phi_M - g*xbar) = {extrap:.6f} rad")
centre_phase = wrap(g / M * np.sum(a * np.arange(M) + offsets))
argz = np.angle(z_det(x, occ, M))
assert abs(wrap(argz - centre_phase - c / M ** 2)) < 1e-4
print(f"M = 20: arg z = {argz:.6f} rad, q * sum of centres = {centre_phase:.6f} rad (mod 2 pi)")
print("verified")
```

Printed output:

```
a = 5.0 bohr, V1 = 0.6 Ha, V2 = 0.4 Ha, delta = 1.047198 rad, g = 1.256637 1/bohr
band 1 from -0.24602 to -0.21532 Ha; gap 1-2 = 0.65995 Ha, gap 2-3 = 0.27678 Ha
explicit N-body sum, M = 2, N = 2: z = -0.78430591-0.16076020j
explicit N-body sum, M = 3, N = 3: z = 0.84017554+0.16856683j
example: M = 4, nb = 1, L = 20.0 bohr, q = 0.314159 1/bohr
  link 0: k = 0.000000 1/bohr, modulus = 0.98242812, phase = 0.04582235 rad
  link 1: k = 0.314159 1/bohr, modulus = 0.96046566, phase = 0.05246243 rad
  link 2: k = 0.628319 1/bohr, modulus = 0.96046566, phase = 0.05246243 rad
  link 3: k = 0.942478 1/bohr, modulus = 0.98242812, phase = 0.04582235 rad
  product of links = 0.87321296+0.17389259j, modulus = 0.89035920, phi_4 = 0.19656956 rad
  supercell z = -0.87321296-0.17389259j, arg z = -2.94502309 rad
  centre phi_4/g = 0.156425 bohr = 0.082777 angstrom
  closure without exp(-igx): product = 0.670398-0.007438j (wrong)
nb = 1, M = 1: |z| = 0.614534, arg z = +0.222486 rad, phi_M = +0.222486 rad, z/prod = +1.000000
nb = 1, M = 2: |z| = 0.800612, arg z = -2.939422 rad, phi_M = +0.202171 rad, z/prod = -1.000000
nb = 1, M = 3: |z| = 0.856919, arg z = +0.198004 rad, phi_M = +0.198004 rad, z/prod = +1.000000
nb = 1, M = 4: |z| = 0.890359, arg z = -2.945023 rad, phi_M = +0.196570 rad, z/prod = -1.000000
nb = 1, M = 5: |z| = 0.911029, arg z = +0.195909 rad, phi_M = +0.195909 rad, z/prod = +1.000000
nb = 1, M = 8: |z| = 0.943267, arg z = -2.946398 rad, phi_M = +0.195195 rad, z/prod = -1.000000
nb = 2, M = 1: |z| = 0.528399, arg z = -1.588252 rad, phi_M = -1.588252 rad, z/prod = +1.000000
nb = 2, M = 2: |z| = 0.584776, arg z = -1.558175 rad, phi_M = -1.558175 rad, z/prod = +1.000000
nb = 2, M = 3: |z| = 0.630005, arg z = -1.550775 rad, phi_M = -1.550775 rad, z/prod = +1.000000
nb = 2, M = 4: |z| = 0.669718, arg z = -1.546774 rad, phi_M = -1.546774 rad, z/prod = +1.000000
nb = 2, M = 5: |z| = 0.704496, arg z = -1.544381 rad, phi_M = -1.544381 rad, z/prod = +1.000000
nb = 2, M = 8: |z| = 0.782941, arg z = -1.541135 rad, phi_M = -1.541135 rad, z/prod = +1.000000
largest |z - sign*prod| over 24 cases = 6.0e-14
M = 8: N = 7 |z| = 2.6e-12; N = 8 unequal counts |z| = 2.0e-25
M = 8: band 2 in place of band 1 at k = pi/a: z = 0.020971+0.003598j
2D model 4 x 3: z = 0.462557-0.618353j, z/prod = -1.000000
2D model 4 x 2: z = 0.064044+0.831477j, z/prod = +1.000000
2D model 3 x 3: z = -0.417088+0.582436j, z/prod = +1.000000
Wannier centre xbar = 0.15496788 bohr = 0.082005 angstrom, g*xbar = 0.19473838 rad
average Im<u'|u''> = 0.088215 bohr^3, c = 0.029176 rad
M = 4: phi_M = 0.19656956 rad, M^2 (phi_M - g*xbar) = 0.029299 rad
M = 8: phi_M = 0.19519473 rad, M^2 (phi_M - g*xbar) = 0.029207 rad
M = 16: phi_M = 0.19485238 rad, M^2 (phi_M - g*xbar) = 0.029184 rad
M = 32: phi_M = 0.19476687 rad, M^2 (phi_M - g*xbar) = 0.029178 rad
M = 64: phi_M = 0.19474550 rad, M^2 (phi_M - g*xbar) = 0.029176 rad
extrapolated M^2 (phi_M - g*xbar) = 0.029176 rad
M = 20: arg z = -2.946781 rad, q * sum of centres = -2.946854 rad (mod 2 pi)
verified
```
